Why one coherence pathway twists 2D NMR lines, and three cures

**Question.** A two-dimensional NMR experiment records a signal as a function of an evolution time t1 and a detection time t2. If a single coherence pathway is kept during t1, the sign of the t1 frequency is known, yet each line has a mixed shape called a phase twist. Why does this happen, and how do the States, TPPI and echo-antiecho methods give absorptive lines without losing the sign?

**Answer**

**What a single pathway records**

Consider a spin 1/2 in the rotating frame, with Hamiltonian H = ΩIz in units where ħ = 1. Pulses are ideal and noise is left out. The raising operator I₊ = Ix + iIy has coherence order p = +1, and I₋ = Ix − iIy has p = −1. I₊ connects two levels whose energies differ by Ω, so free precession gives

I₊ → I₊ exp(−iΩt),  I₋ → I₋ exp(+iΩt).

Order p therefore evolves as exp(−ipΩt). The detector measures Tr(I₊ρ). Since Tr(I₊I₋) = 1, while Tr(I₊I₊) and Tr(I₊Iz) vanish, it sees order −1, and the t2 signal is exp(+iΩ2t2).

During t1 either order may be present. With unit amplitude and transverse decay rates R1 in t1 and R2 in t2, the two pathways give

P: exp(+iΩ1t1 − R1t1) exp(iΩ2t2 − R2t2), from p = −1 in t1,

N: exp(−iΩ1t1 − R1t1) exp(iΩ2t2 − R2t2), from p = +1 in t1.

Either one alone distinguishes Ω1 from −Ω1. The trouble is that data exist for t1 ≥ 0 only. The Fourier transform of a decaying oscillation over this half-line is

∫₀^∞ exp(−iωt) exp(iΩt − Rt) dt = 1/[R + i(ω − Ω)].

Write δ = ω − Ω and multiply numerator and denominator by R − iδ:

1/(R + iδ) = A − iD,  A = R/(R² + δ²),  D = δ/(R² + δ²).

A is the absorptive line and D the dispersive one. D appears even with a perfectly set phase, because the signal covers t ≥ 0 only. D is the sine part of the integral, and it would cancel between t and −t if the envelope exp(−R|t|) were recorded on both sides of zero.

In one dimension, taking the real part removes D. In two dimensions the P spectrum is a product:

(A1 − iD1)(A2 − iD2) = A1A2 − D1D2 − i(A1D2 + D1A2).

The product of two imaginary parts is real, so the real part is

A1A2 − D1D2.

This is the phase twist. Taking the real part of the final spectrum does not remove the dispersion. Taking it earlier, after the t2 transform, does not help a single pathway either: Re[exp(iΩ1t1)(A2 − iD2)] = A2 cos Ω1t1 + D2 sin Ω1t1 still contains D2, so the twist remains at +Ω1 and a mirror line is added at −Ω1.

**The shape of the twist**

Measure offsets in half-widths, x = δ1/R1 and y = δ2/R2, and multiply the spectrum by R1R2 so that an absorptive line of unit amplitude has height 1. Then R·A becomes 1/(1 + x²) and R·D becomes x/(1 + x²), with y in the second dimension. The twist is

T(x,y) = (1 − xy)/[(1 + x²)(1 + y²)].

It is negative wherever xy > 1. To find its lowest value, put x = tan a and y = tan b, with both angles between −90° and 90°. Since 1/(1 + tan²a) = cos²a,

T = cos²a cos²b (1 − tan a tan b) = cos a cos b cos(a + b).

Let c = cos(a + b). The identity cos a cos b = ½[c + cos(a − b)] gives

T = ½c² + ½c cos(a − b).

T can be negative only for c < 0, because cos a cos b is positive. For a given negative c, T is smallest when cos(a − b) = 1, which leaves ½(c² + c). This has its minimum at c = −½, where T = −1/8. There a = b = ±60°, so x = y = ±√3.

The tails are also worse. Along x = −y,

T = (1 + x²)/(1 + x²)² = 1/(1 + x²),

whereas pure absorption gives 1/(1 + x²)². Five half-widths away in each dimension, these are 1/26 = 0.038 and 1/676 = 0.0015.

**Why rephasing does not help**

Multiply the complex P spectrum by a constant factor s exp(iφ), with s > 0, and take the real part. At x = y = 1 the scaled complex spectrum is (1 − i)²/4 = −i/2. At x = y = −1 it is (1 + i)²/4 = +i/2. The rephased real values are therefore

+(s/2) sin φ and −(s/2) sin φ.

Pure absorption requires 1/4 at both points. One of the two values is zero or negative, so its error is at least 1/4 of the peak height. With s = 1 and φ = 0 the error is |xy|/[(1 + x²)(1 + y²)], which is nowhere larger than 1/4, so the bound is reached. This excludes a constant phase correction; it does not exclude fitting a model to the data.

The magnitude spectrum avoids negative lobes, but its shape is 1/√[(1 + x²)(1 + y²)]. Along y = 0 it falls to one half at x = √3, instead of x = 1 for absorption, so the line is broader.

**What the second pathway supplies**

Apart from decay, N at time t1 is P at time −t1. The second pathway thus supplies the missing half of the time axis. To see the effect, reverse the ω1 axis of the N spectrum, which changes the kernel to exp(+iω1t1):

∫₀^∞ exp(iω1t1) exp(−iΩ1t1 − R1t1) dt1 = 1/(R1 − iδ1) = A1 + iD1.

Adding the P result gives

(A1 − iD1) + (A1 + iD1) = 2A1.

This is the transform of exp(iΩ1t1 − R1|t1|) over both signs of time. The N spectrum with reversed axis has real part A1A2 + D1D2, the opposite twist, and the sum of the two real parts is 2A1A2. The cancellation requires equal amplitudes.

**How an experiment produces both pathways equally**

Take a three-pulse exchange experiment. A 90° pulse about x turns Iz into −Iy, and

−Iy = (i/2)(I₊ − I₋),

so both orders are created. After precession through θ = Ω1t1 the state is

−Iy cos θ + Ix sin θ.

A second 90° pulse about x turns Iy into Iz and leaves Ix alone, giving −Iz cos θ + Ix sin θ. The transverse part is discarded, and −Iz cos θ is stored during the mixing time. A third 90° pulse about x takes Iz to −Iy, so it produces +Iy cos θ. Since Iy = (I₊ − I₋)/(2i), Tr(I₊Iy) = −1/(2i) = i/2. The receiver removes this constant by a factor −2i. Before decay is included, the signal is

cos θ exp(iΩ2t2) = ½[exp(iθ) + exp(−iθ)] exp(iΩ2t2).

Each pathway has amplitude ½. Changing the phase of the first pulse by φ rotates the prepared state about z, which multiplies order p by exp(−ipφ). The P term gains exp(iφ) and the N term exp(−iφ), so the modulation becomes cos(θ + φ).

One such data set is not enough. Transform t2, keep the real part A2 cos θ, then transform t1 and keep the real part again. The lines are absorptive, but cos θ is unchanged when Ω1 changes sign, so half of each line appears at +Ω1 and half at −Ω1. Each of the three methods supplies the missing sign information.

**States**

Record two data sets, with φ = 0 and φ = −90°. Their modulations are cos θ and cos(θ − 90°) = sin θ. Transform both in t2 and keep only the real parts. This step, like its counterparts in the other two methods, assumes that the F2 phase has already been set correctly; otherwise some D2 is kept along with A2. The result is:

C = A2 cos θ,  S = A2 sin θ.

Now combine them:

C + iS = A2 exp(iθ).

With the t1 decay restored, the t1 transform is (A1 − iD1)A2, whose real part is A1A2 at +Ω1 only. The order of operations matters. If the complex spectra are combined before the real parts are taken, the result is exp(iθ)(A2 − iD2), which is twice the P pathway, and the twist returns.

**TPPI**

Let SW be the spectral width in Hz, with true frequencies between −SW/2 and +SW/2. TPPI, time-proportional phase incrementation, halves the t1 step to 1/(2SW) and advances φ by 90° at each step. At step k, t1 = k/(2SW), so

φ = kπ/2 = π·SW·t1.

The modulation is therefore

cos(Ω1t1 + φ) = cos[(Ω1 + π·SW)t1].

Every frequency has moved up by SW/2 in Hz, into the range from 0 to SW. The shorter step makes this range accessible. Transform t2, keep the real part, transform t1, and keep the real part. The cosine still gives two half-height lines, but the image lies at negative shifted frequency, outside the part kept. Doubling the height and shifting the axis back by SW/2 gives A1A2, apart from the tail of the image. The image is the reflection of the line about the edge of the band, so this tail is small only for lines many half-widths inside the edges: a line of half-width 6 Hz lying 5 Hz from an edge has its image 10 Hz away, which adds 1/[1 + (10/6)²] = 0.26 to its height.

**Echo-antiecho**

Here field gradients separate the pathways. A gradient pulse in t1 multiplies order p by exp(−ipα), where α depends on position in the sample. A second gradient before detection multiplies order −1 by exp(iα′). For p = −1 the total phase is α + α′, which cancels if α′ = −α. For p = +1 it is −α + α′, which cancels if α′ = α. In each case the unwanted pathway keeps a phase of ±2α. If α spans n turns uniformly across the sample, a fraction sin(2πn)/(2πn) of that pathway survives, so it averages away when n is large. The gradients are treated here as instantaneous. Real ones last long enough for the offset to precess, and this must be refocused: two unrefocused gradients of 0.5 ms add 45° in each dimension to a line at 250 Hz and halve the height at its centre.

After the t2 transform the two records are

P = ½ exp(iθ)(A2 − iD2),  N = ½ exp(−iθ)(A2 − iD2).

Each alone gives a twist. Complex conjugation of N reverses both its t1 phase and its dispersion:

P + N* = ½ exp(iθ)[(A2 − iD2) + (A2 + iD2)] = A2 exp(iθ).

This is the combination reached by States. Indeed the States data sets are P + N and −i(P − N), and since Re(−iw) = Im w,

Re(P + N) + i Re[−i(P − N)] = Re(P + N) + i Im(P − N) = P + N*.

**When the pathways are unequal**

Let P and N have real amplitudes a and b in place of ½ and ½. For States and echo-antiecho, the combination before the t1 transform is

exp(iθ)[a(A2 − iD2) + b(A2 + iD2)] = exp(iθ)[(a + b)A2 − i(a − b)D2].

Multiplying by A1 − iD1 and taking the real part gives

(a + b)A1A2 − (a − b)D1D2.

TPPI gives the same result near the line. With θ′ the shifted phase, its real t2 spectrum is (a + b)A2 cos θ′ + (a − b)D2 sin θ′. Near the positive frequency, the real part of the t1 transform of cos θ′ is A1/2, and that of sin θ′ is −D1/2. Doubling gives the expression above, apart from the tail of the image. When a ≠ b that tail has a dispersive part, which falls only as 1/δ. For a − b = ½ and a half-width of 6 Hz, the largest deviation within five half-widths of the line is 0.003 for a line 250 Hz from the edge and 0.07 for one 30 Hz from it.

A two-pulse experiment on an uncoupled spin shows the imbalance. Let the first 90° pulse, about y, create Ix = ½(I₊ + I₋), and let the second pulse rotate by β about x. It leaves Ix alone and takes Iy to Iy cos β + Iz sin β, so

I₊ → Ix + i cos β Iy + i sin β Iz,

I₋ → Ix − i cos β Iy − i sin β Iz.

The coefficient of I₋ in Ix is ½ and in iIy is −½. Thus I₊ is converted to I₋ with coefficient (1 − cos β)/2, and I₋ remains I₋ with coefficient (1 + cos β)/2. Multiplying the signal by 2 to remove the initial ½ gives

a = (1 + cos β)/2,  b = (1 − cos β)/2,

and the spectrum is

A1A2 − cos β D1D2.

At β = 0 only P survives and the full twist returns. At β = 180° only N survives, with the opposite twist. At 90° the line is absorptive. At x = y = +1, one half-width above the line in both dimensions, the formula gives (1 − cos β)/4, or 0.125, 0.250 and 0.375 for 60°, 90° and 120°; the processed States data give 0.125, 0.250 and 0.375.

Storage along z is more forgiving. The stored polarization is a real number because the density operator is Hermitian. Its exp(iθ) and exp(−iθ) parts must then be complex conjugates, with equal magnitudes, whatever the storage flip. A 60° storage pulse reduces both amplitudes to ½ sin 60° = 0.433 but leaves them balanced. Unequal losses in the two echo-antiecho records would still make a ≠ b.

**Numbers from synthetic data**

The synthetic sample has two equally populated sites, at −150 and +250 Hz, with SW = 1000 Hz in both dimensions. Half-widths are 6 Hz in F1 and 4 Hz in F2, the frequency axes belonging to t1 and t2. Since A falls to half at δ = R, the rates are R1 = 2π × 6 = 37.7 s⁻¹ and R2 = 2π × 4 = 25.1 s⁻¹. The integrals become sums over sampled times, with the first point halved as in the trapezoidal rule.

Stored polarization exchanges at k = 4 s⁻¹ each way for τ = 0.1 s. Longitudinal relaxation is neglected. So is exchange between the transverse coherences, whose frequencies differ by far more than k; the chosen linewidths stand for all transverse decay. Including that exchange would leave the peak heights unchanged at three digits and alter the spectrum elsewhere by about 0.001. The sum of the two polarizations is conserved and their difference decays as exp(−2kτ) = exp(−0.8). The transfers are therefore

same site: ½[1 + exp(−0.8)] = 0.725,

other site: ½[1 − exp(−0.8)] = 0.275.

States uses two sets of 500 t1 increments, and TPPI one set of 1000 at half the step, so both cover the same t1 range with the same number of records. All three methods give 0.725 for the two diagonal peaks and 0.276 for the two cross peaks. Over the whole spectrum they differ from the sum of pure absorption lines by at most about 0.0005 of a unit line.

Keeping P alone, rescaled to unit pathway amplitude, produces negative lobes whose lowest value on a 2 Hz frequency grid is −0.090. This is close to minus one eighth of the diagonal height, −0.725/8 = −0.091; a 0.5 Hz grid gives −0.0915, about 0.001 lower than the one-eighth value because the dispersive tails of the neighbouring peaks add to the lobe. For an isolated unit line the lowest sampled value is −0.125, at offsets of −10.5 and −7.0 Hz. The predicted distances are √3 × 6 = 10.4 Hz and √3 × 4 = 6.9 Hz.

For sign discrimination, take one isolated line at +250 Hz. Cosine data alone put a line of height 0.500 at −250 Hz. The three methods leave less than 0.0004 there.

In the two-site spectrum, a mirror position can also carry the tail of a real neighbour. At F1 = +150 Hz and F2 = +250 Hz, the diagonal line is 100 Hz away in F1 and the cross peak 300 Hz away:

0.725/[1 + (100/6)²] + 0.275/[1 + (300/6)²] = 0.0026 + 0.0001 = 0.0027.

The largest processed mirror heights are 0.0028 to 0.0029. What remains there is almost entirely this ordinary absorptive tail, not a false image. The numerical check generates the t1 modulation from spin density matrices, with explicit pulse phases and an average over gradient positions, multiplies in the t1 decay and the t2 signal as the exponentials given above, and compares the processed spectra with the formulas derived here.

Table of computed values

```
Site frequencies: -150, 250 Hz
Spectral width, each dimension: 1000 Hz
Half-widths F1, F2: 6.0, 4.0 Hz
Decay rates R1, R2: 37.699, 25.133 1/s
t1 dwell, States and echo-antiecho: 0.0010 s
t1 dwell, TPPI: 0.0005 s
t1 increments per States data set: 500 (two sets)
t1 increments for TPPI: 1000 (one set)
t2 points: 500, dwell 0.0010 s
Exchange rate each way: 4.0 1/s
Mixing time: 0.10 s
Transfer, same site: 0.7247 (no unit)
Transfer, other site: 0.2753 (no unit)
All heights below are relative to a unit line (no unit)
One-site test frequency: 250 Hz
Twist minimum: -0.1248
One minimum, offsets F1, F2: -10.5, -7.0 Hz
Best constant-phase maximum error: 0.2500
Twist at +5, -5 half-widths: 0.03830
States at +5, -5 half-widths: 0.00149
Magnitude at sqrt(3) half-widths in F1: 0.4999
P plus reversed N, largest error: 1.7e-04
Exchange peak heights: States / TPPI / echo-antiecho
  F1 -150 Hz, F2 -150 Hz: 0.7249 / 0.7249 / 0.7249
  F1 -150 Hz, F2 250 Hz: 0.2758 / 0.2758 / 0.2758
  F1 250 Hz, F2 -150 Hz: 0.2758 / 0.2758 / 0.2758
  F1 250 Hz, F2 250 Hz: 0.7249 / 0.7250 / 0.7249
Largest real-line tail at a mirror point: 0.00271
States: largest error 5.1e-04, largest mirror height 0.00284
TPPI: largest error 5.0e-04, largest mirror height 0.00286
echo-antiecho: largest error 5.1e-04, largest mirror height 0.00284
One-site image at -250 Hz, cosine only: 0.5003
One-site image at -250 Hz, States: 3.6e-04
One-site image at -250 Hz, TPPI: 2.7e-04
One-site image at -250 Hz, echo-antiecho: 3.6e-04
Exchange P-only spectrum minimum: -0.0904
Cosine only, F1 -150 Hz, F2 -150 Hz: 0.3632
Cosine only, F1 150 Hz, F2 -150 Hz: 0.3632
Two-pulse test: P, N amplitudes; States at +1, +1 half-width
  flip 60 deg: 0.750, 0.250; 0.1251
  flip 90 deg: 0.500, 0.500; 0.2501
  flip 120 deg: 0.250, 0.750; 0.3750
60 deg storage pulse, P and N: 0.4330, 0.4330
```
